# Period of a Multilayer EUV Mirror at Oblique Incidence

## The question

A mirror for extreme ultraviolet light consists of many identical periods. Each period, of thickness $d$, holds one absorber layer and one spacer layer. The mirror works in first order at the vacuum wavelength $\lambda=13.5$ nm. Its data are rough model values in the regime of molybdenum/silicon mirrors:

- absorber index $0.925+0.006i$, filling a fraction $f=0.40$ of the period;
- spacer index $1.000+0.002i$, filling the rest;
- 40 periods, with sharp and flat interfaces.

The real mean index, weighted by thickness, is

$$n=0.40\times0.925+0.60\times1.000=0.970 .$$

The angle of incidence $\theta$ is measured in vacuum, from the surface normal. The Bragg wavelength is the vacuum wavelength that belongs to the centre frequency of the reflection band of the periodic structure without absorption. Unless a part says otherwise, both layers are scaled together when the period changes, so that $f$ and $n$ stay fixed.

## Part (a)

**Question.** Treat the mirror as a medium of uniform index $n$ containing weakly reflecting planes a distance $d$ apart. Find the first-order Bragg condition at angle $\theta$ from the optical path difference between reflections at neighbouring planes.

**Model answer.** Take the upper plane at the surface. One ray enters at a point $O$, travels down to the next plane, is reflected there, and returns to the surface a distance $x$ from $O$. By symmetry it meets the lower plane at the lateral distance $x/2$. Its optical path is the index times the length of two equal slanted segments:

$$2n\sqrt{d^2+x^2/4}.$$

A second ray of the same incident wave is reflected at the surface, at the point where the first ray emerges. Measured from the wavefront through $O$, it travels $x\sin\theta$ in vacuum to get there. From that point on, both rays run together. The path difference is therefore

$$P(x)=2n\sqrt{d^2+\frac{x^2}{4}}-x\sin\theta .$$

By Fermat's principle the actual ray makes $P$ stationary:

$$\frac{dP}{dx}=\frac{n\,(x/2)}{\sqrt{d^2+x^2/4}}-\sin\theta=0 .$$

Let $u$ be the angle between the ray and the normal inside the mirror. The fraction multiplying $n$ is then $\sin u$, and the condition is Snell's law, $n\sin u=\sin\theta$.

Now insert $x=2d\tan u$ and $\sqrt{d^2+x^2/4}=d/\cos u$:

$$P=\frac{2nd}{\cos u}-2d\tan u\,(n\sin u)
=\frac{2nd\,(1-\sin^2u)}{\cos u}=2nd\cos u .$$

The lateral displacement thus turns a factor $1/\cos u$ into $\cos u$. Tilting the beam lengthens the path inside the mirror, but it reduces the path difference that governs interference.

Neighbouring equivalent planes have the same reflection phase, which cancels in the comparison. First-order constructive interference therefore requires $P=\lambda$. With $\cos u=\sqrt{1-\sin^2\theta/n^2}$,

$$\boxed{\lambda=2d\sqrt{n^2-\sin^2\theta}}$$

This uses the real mean index and assumes weak index contrast and small absorption. Part (f) examines the averaging.

## Part (b)

**Question.** The Bragg wavelength is to be the same at $15^\circ$ as at normal incidence. Show that the period must be about 3.8 percent larger, and find both periods.

**Model answer.** At normal incidence $\sin\theta=0$, so $\lambda=2n\,d(0)$. At angle $\theta$ the same wavelength requires

$$2n\,d(0)=2\,d(\theta)\sqrt{n^2-\sin^2\theta}.$$

Divide by $2\,d(0)$ and by the square root, then take $n$ out of the root:

$$\frac{d(\theta)}{d(0)}=\frac{n}{\sqrt{n^2-\sin^2\theta}}
=\frac{1}{\sqrt{1-\sin^2\theta/n^2}} .$$

The wavelength has cancelled. It still matters indirectly, because $n$ must be the mean index at that wavelength. For $15^\circ$,

$$\frac{\sin^2\theta}{n^2}=\left(\frac{0.258819}{0.970}\right)^2=0.071195,$$

$$\frac{d(15^\circ)}{d(0)}=\frac{1}{\sqrt{0.928805}}=1.0376 .$$

The increase is 3.76 percent, or about 3.8 percent as required. The periods are

$$d(0)=\frac{13.5\ \text{nm}}{2\times0.970}=6.959\ \text{nm},$$

$$d(15^\circ)=1.0376\times6.959\ \text{nm}=7.22\ \text{nm}.$$

The added thickness is 0.262 nm per period.

## Part (c)

**Question.** Expand the increase for small angles. How much of it is due to refraction? What would change if $15^\circ$ were the angle inside the mirror?

**Model answer.** Let $q=\sin^2\theta/n^2$. The binomial series gives

$$\frac{d(\theta)}{d(0)}-1=(1-q)^{-1/2}-1=\frac{q}{2}+\frac{3q^2}{8}+\dots$$

With $q=0.071195$ the first two terms are 3.560 and 0.190 percent. Their sum, 3.750 percent, is close to the full 3.762 percent. The increase starts quadratically in $\theta$, so a small tilt away from normal incidence has little effect.

Without refraction, $n$ is set to 1 inside the ratio, which becomes $1/\cos\theta$. The increase is then 3.53 percent. Refraction contributes the remaining 0.23 percentage points. Its sign follows from Snell's law: since $n<1$, the ray bends away from the normal, to $u=15.48^\circ$, and the larger inside angle calls for a longer period.

A mirror made with the factor $1/\cos\theta$ would have a period too short by the relative amount

$$1-\frac{1.03528}{1.03762}=0.0023 .$$

Its Bragg wavelength would lie $0.0023\times13.5$ nm, or about 0.03 nm, below the target.

If $15^\circ$ were the inside angle, the condition $\lambda=2nd\cos u$ would give the ratio $1/\cos15^\circ$, again an increase of 3.53 percent. The figure of 3.8 percent therefore belongs to the vacuum angle.

At the other extreme, the formula makes the period diverge as $\sin\theta$ approaches $n$. There the wave in the uniform medium runs parallel to the layers. In the layered mirror without absorption, the normal component of the wavevector already vanishes in the absorber at $\sin\theta=0.925$, while it remains finite in the spacer. The two layers then differ strongly for the wave, however small their index difference. The assumption of weakly reflecting planes therefore fails before the limit is reached.

## Part (d)

**Question.** The mirror made for normal incidence is used at $15^\circ$ without any change of period. Find its Bragg wavelength, first with constant $n$. Then estimate the effect of dispersion by taking $1-n$ proportional to $\lambda^2$.

**Model answer.** With $d$ and $n$ fixed, the Bragg condition gives

$$\lambda'=2d(0)\sqrt{n^2-\sin^2\theta}=\lambda\,\frac{d(0)}{d(15^\circ)}
=\frac{13.5\ \text{nm}}{1.0376}=13.01\ \text{nm}.$$

The shift is $-0.49$ nm. The wavelength falls because tilting reduces the component of the wavevector along the normal. A shorter wavelength restores the missing phase per period. A longer period at the old wavelength does the same, which is the remedy of part (b).

With dispersion, $n$ depends on the unknown wavelength:

$$n(\lambda')=1-0.030\left(\frac{\lambda'}{13.5\ \text{nm}}\right)^2,$$

$$\lambda'=2d(0)\sqrt{n(\lambda')^2-\sin^2\theta}.$$

The numerical solution is $\lambda'=13.04$ nm. This estimate leaves out the change of index across the reflection band, which moves the band centre by about 0.01 nm. At the shorter wavelength $n$ is closer to 1, which raises the right-hand side and makes the shift slightly smaller. The quadratic law is a free-electron estimate. It is rough here because silicon has an absorption edge at a somewhat shorter wavelength.

Within the mean-index formula, this dispersion does not alter the period ratio of part (b), since both periods there are evaluated at the same wavelength.

## Part (e)

**Question.** The reflectance $R$ of the full 40-period absorbing mirror has been computed from its layer matrices with constant indices. The top layer is a spacer, and the substrate is made of spacer material. Here $s$ and $p$ denote the electric field perpendicular and parallel to the plane of incidence.

| Angle, period, polarisation | Peak (nm) | $R$ at 13.5 nm |
|---|---|---|
| $0^\circ$, $d(0)$ | 13.600 | 0.717 |
| $15^\circ$, $d(0)$, $s$ | 13.117 | 0.074 |
| $15^\circ$, $d(0)$, $p$ | 13.083 | 0.084 |
| $15^\circ$, $d(15^\circ)$, $s$ | 13.611 | 0.719 |
| $15^\circ$, $d(15^\circ)$, $p$ | 13.575 | 0.675 |

Does the longer period do what is wanted? Why is $R$ smaller for $p$ than for $s$ after the correction? What period increase would keep the peak, rather than the Bragg wavelength, fixed?

**Model answer.** With the old period, the reflectance at 13.5 nm falls to about a tenth of its value at normal incidence. The full width of the reflection peak at half maximum is 0.72 nm at normal incidence, so a shift of 0.49 nm is enough to move 13.5 nm out of the main peak. The longer period restores the reflectance to 0.719 for $s$ and 0.675 for $p$.

The polarisation difference can be traced to the single interface. Let $\kappa=\sqrt{n^2-\sin^2\theta}=n\cos u$. For a small index step $\delta n$, the reflected amplitude is, apart from sign, half the relative step in the optical admittance. This admittance is $\kappa$ for $s$ and $n^2/\kappa$ for $p$. Since $\sin\theta$ is the same in all layers, $\delta\kappa=n\,\delta n/\kappa$. The relative steps are

$$s:\quad \frac{\delta\kappa}{\kappa}=\frac{n\,\delta n}{\kappa^2},$$

$$p:\quad \frac{2\,\delta n}{n}-\frac{n\,\delta n}{\kappa^2}
=\frac{n\,\delta n}{\kappa^2}\left(2\cos^2u-1\right).$$

The $p$ amplitude is smaller by the factor $2\cos^2u-1=1-2q=0.858$. With weaker interfaces the wave penetrates further before it is turned back, and more of it is absorbed. This agrees with the lower value for $p$ in the table.

The peaks do not lie at the Bragg wavelength. At normal incidence the peak is 0.10 nm above it. This offset changes a little with angle and polarisation, so the corrected peaks differ from the normal-incidence peak by $+0.011$ nm for $s$ and $-0.025$ nm for $p$.

With constant indices, $R$ depends on period and wavelength through $d/\lambda$ alone, because each layer phase does. The peak wavelength is then proportional to the period. To bring the peak at $15^\circ$ back to 13.600 nm, the period ratio must be

$$s:\quad 1.0376\times\frac{13.600}{13.611}=1.037,$$

$$p:\quad 1.0376\times\frac{13.600}{13.575}=1.0395 .$$

Keeping the peak fixed thus requires an increase of about 3.7 percent for $s$ and 3.95 percent for $p$. The 3.8 percent of part (b) refers to the Bragg wavelength, which is nearly independent of polarisation, as part (f) shows.

## Part (f)

**Question.** The phase gathered in one period is really a sum over its two layers. Show that replacing this sum by the mean-index expression causes an error of second order in the index contrast, and find its size. Neglect absorption.

**Model answer.** In a layer of index $n_j$ the normal component of the wavevector is $(2\pi/\lambda)\,g(n_j)$, with

$$g(n_j)=\sqrt{n_j^2-\sin^2\theta}.$$

If the layers fill fractions $f_j$ of the period, the phase condition becomes

$$\lambda=2d\sum_j f_j\,g(n_j).$$

Expand $g$ about the mean index $n$:

$$\sum_jf_j\,g(n_j)\approx g(n)+g'(n)\sum_jf_j(n_j-n)+\frac{g''(n)}{2}\sum_jf_j(n_j-n)^2 .$$

The middle sum vanishes by the definition of $n$. The first correction is therefore quadratic in the contrast. The derivatives are

$$g'=\frac{n}{g},\qquad
g''=\frac1g-\frac{n^2}{g^3}=\frac{g^2-n^2}{g^3}=-\frac{\sin^2\theta}{g^3}.$$

At normal incidence $g''=0$, so $d(0)$ is unchanged within this phase condition. At $15^\circ$, $\sin^2\theta=0.0670$ and $g=\sqrt{0.9409-0.0670}=0.9348$, which gives $g''=-0.082$. For two layers the mean square deviation is

$$f(1-f)(1.000-0.925)^2=0.24\times0.075^2=0.00135 .$$

The relative change of the sum is

$$\frac{-0.082\times0.00135}{2\times0.9348}=-5.9\times10^{-5}.$$

A smaller sum needs a longer period, by about 0.006 percentage points. The increase goes from 3.762 to 3.768 percent.

The phase condition still leaves out multiple reflection. An independent test includes it: the edges of the stop band of the infinite lossless structure were found from the layer matrices, at fixed wavelength and variable period. The middle of the band gives an increase of 3.767 percent for $s$ and 3.769 percent for $p$. For this contrast the mean-index formula is therefore accurate enough to support the figure of 3.8 percent.

## Part (g)

**Question.** Suppose that the absorber keeps its normal-incidence thickness and that the spacer alone is thickened. What period increase is now needed at $15^\circ$?

**Model answer.** The absorber thickness is $a=0.40\times6.959$ nm $=2.784$ nm. The mean index now depends on the period:

$$n(d)=1-0.075\,\frac{a}{d},\qquad n(d)\,d=d-b,$$

where $b=0.075\,a=0.2088$ nm. Square the Bragg condition and divide by 4:

$$(d-b)^2-d^2\sin^2\theta=\frac{\lambda^2}{4}.$$

Expand the square and use $1-\sin^2\theta=\cos^2\theta$:

$$d^2\cos^2\theta-2bd+b^2-\frac{\lambda^2}{4}=0 .$$

The product of the two roots is negative, because $b<\lambda/2$. The period is the positive root:

$$d=\frac{b+\sqrt{b^2+\cos^2\theta\,(\lambda^2/4-b^2)}}{\cos^2\theta}.$$

With $\cos^2\theta=0.9330$ and $\lambda^2/4=45.56$ nm², the square root is 6.520 nm and

$$d=\frac{0.2088+6.520}{0.9330}\ \text{nm}=7.212\ \text{nm}.$$

The increase is 3.64 percent, which is 0.12 percentage points less than with proportional scaling. The added spacer raises the mean index from 0.970 to 0.971, and a higher index supplies part of the missing phase. The figure of 3.8 percent thus depends on how the extra thickness is shared between the layers.

## Part (h)

**Question.** How fast does the Bragg wavelength change with angle near $15^\circ$ at fixed period and index? Discuss how the result carries over to real molybdenum/silicon mirrors.

**Model answer.** Differentiate $\lambda=2d\sqrt{n^2-\sin^2\theta}$ and then use the same equation to eliminate $d$:

$$\frac{d\lambda}{d\theta}=-\frac{2d\sin\theta\cos\theta}{\sqrt{n^2-\sin^2\theta}}
=-\frac{\lambda\sin\theta\cos\theta}{n^2-\sin^2\theta}.$$

Since $\sin15^\circ\cos15^\circ=\tfrac12\sin30^\circ=0.25$,

$$\frac{d\lambda}{d\theta}=-\frac{13.5\times0.25}{0.8739}\ \text{nm/rad}=-3.86\ \text{nm/rad},$$

or $-0.067$ nm per degree. A beam spread of one degree on either side of $15^\circ$ moves the Bragg wavelength by about 0.07 nm each way, which is small beside the 0.72 nm width of the reflection peak. A single period therefore serves a narrow cone of angles. If the mean angle varies by many degrees across a curved mirror, the period can be graded along the surface according to the ratio in part (b), provided that the layer fractions stay fixed. In this model such grading keeps the centre of the band within about 0.01 nm of the target up to about $35^\circ$. At larger angles the mean-index ratio loses accuracy, and at $60^\circ$ the centre for $s$ lies about 0.14 nm too low. The grading also does not preserve the reflectance for $p$. The factor $2\cos^2u-1$ of part (e) shrinks as the angle grows and vanishes at an inside angle of $45^\circ$, so near that angle the graded mirror reflects almost only $s$ light. Beyond it the magnitude of the factor grows again: at a vacuum angle of $60^\circ$ the model reflectance at 13.5 nm is 0.57 for $p$ and 0.70 for $s$.

Real molybdenum/silicon mirrors for this wavelength have periods near 7 nm, as in the model. They depart from it at the interfaces, where the two materials mix and the boundaries are rough. If mixing changes the density of the material, it can shift the mean index. If $n$ were 0.96 or 0.98, the increase would be 3.85 or 3.68 percent, so an index error of 0.01 moves the answer by about 0.08 percentage points. Roughness weakens the mirror-like reflection. For planes with Gaussian displacements of rms size $\sigma$, single scattering multiplies the reflectance by $\exp[-(2\pi\sigma/d)^2]$, because the normal wavevector transfer at the Bragg condition is $2\pi/d$. An assumed $\sigma=0.3$ nm gives a factor of 0.93. This factor should not be applied directly to the full mirror, where multiple reflection is important. If the boundaries are merely graded by mixing, deeper periods make up for much of the weaker reflection at each interface, and the loss is smaller. Rough boundaries also scatter light out of the beam, which needs a separate calculation. The model reflectances leave out roughness and any capping layer, so they should not be read as measured values. The numerical output below lists the computed values.

## Numbers as computed

```
Bragg wavelength: 13.5 nm
Photon energy: 91.8 eV
Vacuum angle: 15.0 deg
Inside angle: 15.48 deg
Absorber index: 0.925 + 0.006i
Spacer index: 1.000 + 0.002i
Absorber fraction: 0.40; periods: 40
Mean index: 0.970
sin(angle): 0.258819
sin^2(angle)/n^2: 0.071195
Period at normal incidence: 6.9588 nm
Period at 15 deg: 7.2205 nm
Added period: 0.2618 nm
Period ratio: 1.037619
Period increase: 3.762 percent
First series term: 3.560 percent
Second series term: 0.190 percent
Increase without refraction: 3.528 percent
Increase, layer-by-layer phase: 3.768 percent
Increase from stop band, s: 3.767 percent
Increase from stop band, p: 3.769 percent
Bragg wavelength at 15 deg, old period: 13.011 nm
Its shift: -0.489 nm
Same with rough dispersion: 13.040 nm
Finite-stack peak, normal: 13.600 nm
Full width at half maximum, normal: 0.72 nm
Reflectance at 13.5 nm, normal: 0.717
Peak at 15 deg, old period, s: 13.117 nm
Peak at 15 deg, new period, s: 13.611 nm
Reflectance at 13.5 nm, 15 deg, old period, s: 0.074
Reflectance at 13.5 nm, 15 deg, new period, s: 0.719
Peak at 15 deg, old period, p: 13.083 nm
Peak at 15 deg, new period, p: 13.575 nm
Reflectance at 13.5 nm, 15 deg, old period, p: 0.084
Reflectance at 13.5 nm, 15 deg, new period, p: 0.675
Wavelength change per degree near 15 deg: -0.0674 nm/deg
Increase for mean index 0.96: 3.845 percent
Increase for mean index 0.98: 3.681 percent
Increase if only spacer grows: 3.641 percent
Assumed rms roughness: 0.3 nm
Peak-height factor from roughness: 0.934
```
